\section*{Rejection-free kinetic Monte Carlo for monolayer islands, with detailed balance}

\section{Result and model}

Let $n_s\in\{0,1\}$ be the occupation of site $s$ on a periodic triangular lattice. An occupied site holds one formula unit of the film. With $N$ units and $B$ occupied nearest-neighbour pairs, the energy is $H=-JB$, $J>0$. Three kinds of event occur:
\begin{align}
k_{i\to j}&=\nu\exp\!\left[-\frac{E_c+\max(0,\Delta E)}{kT}\right] &&\text{(hop to a vacant neighbour)},\label{hop}\\
k_{\rm des}(n)&=k_0\,e^{-nJ/kT},\quad k_0=\nu e^{-E_{\rm des}/kT} &&\text{(desorption with $n$ neighbours)},\label{des}\\
k_{\rm dep}&=F &&\text{(deposition on a vacant site)}.\label{dep}
\end{align}
If the class barrier $E_c$ is the same for a hop and its reverse, the stationary law is
\begin{equation}
P=\frac1Z\exp\!\left[\frac{\mu N+JB}{kT}\right],\qquad \mu=kT\ln\frac{F}{k_0},\label{gibbs}
\end{equation}
and the net probability current between every pair of states vanishes. The rejection-free algorithm below samples this process in continuous time, with no time-step error.

Detailed balance is a property of the rates and holds here for any $F>0$; slow growth is not required. Growth is the transient relaxation of an initially empty lattice towards (\ref{gibbs}), and it carries net currents. The reversible limit is the stationary ensemble. If desorption is omitted, deposition has no inverse, the full layer is absorbing, and no such ensemble exists at partial coverage.

The model has one layer, and material landing on an island does not stick. The substrate is uniform and enters through the barriers. Strain, steps, separate chemical species and edge polarity are left out. Energies are in eV, rates in s$^{-1}$ and lengths in lattice spacings.

\section{Hop classes and detailed balance}

For a hop $i\to j$, let $n_i$ be the number of occupied neighbours of $i$, and $n_j$ that of $j$ without the moving unit. The unit contributes $-Jn_i$ to the energy before the hop and $-Jn_j$ after it, so
\begin{equation}
\Delta E=-Jn_j-(-Jn_i)=J(n_i-n_j).
\end{equation}
Two sites flank the bond $ij$ and touch both of its ends. The classes are:
\begin{itemize}
\item edge diffusion: at least one flanking site is occupied;
\item terrace: no flanking site occupied, $n_i=n_j=0$;
\item attachment: none occupied, $n_i=0$, $n_j>0$;
\item detachment: none occupied, $n_i>0$, $n_j=0$;
\item transfer: none occupied, $n_i>0$, $n_j>0$.
\end{itemize}
The reverse hop has the same flanking sites, with unchanged occupation, and exchanges $n_i$ with $n_j$. Edge, terrace and transfer hops therefore keep their class, while attachment and detachment change places. These two must share one barrier $E_a$; transfer is given the same value. For the ratio of forward and reverse rates, $\nu$ and $E_c$ cancel:
\begin{equation}
\frac{k_{i\to j}}{k_{j\to i}}=\exp\!\left[-\frac{\max(0,\Delta E)-\max(0,-\Delta E)}{kT}\right]=e^{-\Delta E/kT},
\end{equation}
because $\max(0,x)-\max(0,-x)=x$ for either sign of $x$. A hop conserves $N$, so (\ref{gibbs}) gives $P_{\rm after}/P_{\rm before}=e^{-\Delta E/kT}$. Hence $P_{\rm before}k_{i\to j}=P_{\rm after}k_{j\to i}$.

Deposition beside $n$ neighbours raises $N$ by one and $B$ by $n$. Balance with desorption requires
\begin{equation}
\frac{P_{\rm after}}{P_{\rm before}}=\frac{F}{k_0e^{-nJ/kT}}=\frac{F}{k_0}\,e^{nJ/kT}=e^{(\mu+nJ)/kT},
\end{equation}
which is the ratio given by (\ref{gibbs}) with $\mu=kT\ln(F/k_0)$. Write $W_{ab}$ for the rate from state $a$ to state $b$. Summing the pair balances gives
\begin{equation}
\frac{dP_a}{dt}=\sum_b\left(P_bW_{ba}-P_aW_{ab}\right)=0,
\end{equation}
so the law is stationary. It is unique, since the state space is finite and any state can be emptied and refilled site by site.

Two limits help to read the law. For $J=0$ the sites are independent and the coverage is
\begin{equation}
\theta=\frac{e^{\mu/kT}}{1+e^{\mu/kT}}=\frac{F}{F+k_0}.\label{langmuir}
\end{equation}
If instead edge diffusion is frozen, $E_e\to\infty$, both directions of each edge hop vanish together. The stationary law is unchanged, and only the path towards it differs. Island shapes during growth are thus kinetic information that an equilibrium check cannot validate.

A substrate with site-dependent binding energy $\varepsilon_s$ has $H=-JB+\sum_s\varepsilon_sn_s$. The same argument then requires $\Delta E=J(n_i-n_j)+\varepsilon_j-\varepsilon_i$ and $k_{\rm des}=k_0e^{(\varepsilon_s-nJ)/kT}$. This extension is not used in the numbers below.

\section{Waiting time and event choice}

In a state with event rates $r_m$, let $R=\sum_mr_m$. The probability $S(t)$ that nothing has happened by time $t$ obeys $dS/dt=-RS$ with $S(0)=1$, so $S=e^{-Rt}$. The joint density for event $m$ to occur first, at time $t$, is
\begin{equation}
r_m e^{-Rt}=\frac{r_m}{R}\;Re^{-Rt}.
\end{equation}
The product form shows that the choice of event and the waiting time are independent. Setting $S(\Delta t)=u$, with $u$ uniform on $(0,1]$, gives
\begin{equation}
\Delta t=-\frac{\ln u}{R},\qquad \langle\Delta t\rangle=\frac1R .
\end{equation}

On the uniform substrate the rates take few values. Each of the five hop classes is given six lists, for 0 to 5 lost bonds, which makes 30. This is more than needed: occupied flanking sites count at both ends, so a hop loses at most the 3 bonds to the other neighbours of $i$, and the lists for 4 and 5 stay empty. Desorption needs 7 lists and deposition 1, for a total of 38. If list $c$ has $N_c$ members of rate $r_c$, choosing the list with weight $r_cN_c$ and then a member uniformly gives each event the probability
\begin{equation}
\frac{r_cN_c}{R}\,\frac1{N_c}=\frac{r_c}{R},
\end{equation}
as required.

\section{Pseudocode}

Each site owns eight event slots: six hops, desorption and deposition. For every slot, store its list and its position there. Deletion moves the last member of the list into the gap, so insertion and deletion take constant time.

\begin{verbatim}
repeat
    w[c] = r[c] * length(list[c])   for all c
    R    = sum(w)
    dt   = -ln(u1) / R              u1 in (0,1]
    add dt * observable(current state) to averages
    c    = list chosen with probability w[c]/R
    e    = uniform random member of list[c]
    execute e; update neighbour counts
    if a site was vacated:
        delete its hop and desorption entries
        insert its deposition entry
    for each occupied site s within two steps
            of a changed site:
        reclassify the six hops of s
        reclassify desorption of s
        delete any deposition entry of s
    t = t + dt
until target coverage or time
\end{verbatim}

The refresh radius follows from (\ref{hop}). The rate of $i\to j$ depends on the occupations of $i$, $j$ and their neighbours, and every neighbour of $j$ lies within two steps of $i$. A changed site can thus affect hops only of units at most two steps away. That zone is a hexagon of 19 sites, in rows of 3, 4, 5, 4 and 3. A hop changes two adjacent sites. Shifting the hexagon by one step adds one site per row, so the joint zone has $19+5=24$ sites on a lattice large enough to avoid overlap.

\section{Cost and numerical stability}

One event costs a pass over 38 weights, one list access and at most 24 site refreshes, whatever the lattice size. Memory grows linearly with the number of sites. The number of events per unit of physical time is $R$, which grows with the system and with its fastest process.

For comparison, a rejection scheme for hops could pick a random unit and direction and accept with probability $k/k_{\max}$. Its acceptance is
\begin{equation}
A=\frac{R_{\rm hop}}{6Nk_{\max}}.
\end{equation}
Averaged over the four final states of the reference growth below, each reached directly by a deposition, $A=9.9\times10^{-3}$. This is a rough figure from four states, and it is high for that coverage: a state just after a deposition often holds the fresh free unit, which alone contributes $1/144\approx7\times10^{-3}$. Weighted by time, as the trials of a rejection scheme are, about one trial in 100 is accepted over the whole growth, but only about $4\times10^{-3}$ near the final coverage. It counts trials, not computing time, since a rejected trial is cheaper than a list update.

There is no step size and hence no stability limit. Three numerical details matter:
\begin{itemize}
\item Recomputing $R$ from integer list lengths at each event prevents accumulated round-off.
\item If round-off carries the cumulative search past the last weight, the last non-empty list must be taken.
\item Time averages weight each state by the time spent in it. An average over events would over-represent short-lived states.
\end{itemize}

\section{Validation in the reversible limit}

All calculations use $T=1000$ K, $kT=0.08617$ eV and $\nu=10^{13}$ s$^{-1}$, with round model parameters that describe no particular material.

The first test builds the master equation of a $3\times3$ lattice from the algorithm's own event lists. Its 512-state stationary solution is compared with (\ref{gibbs}), where the bonds are found separately from real-space distances. The barriers are 1.60 eV (terrace), 1.65 eV (attachment), 1.75 eV (edge) and 1.40 eV (desorption), with $F=2.5\times10^4$ s$^{-1}$. On so small a lattice the periodic boundary makes a third site touch both ends of every bond, so a hop loses at most 2 bonds and hops that lose 3 are not tested here. For $J=0.10$ eV the largest relative error of any probability is $3\times10^{-14}$. With $T_{ab}=P_aW_{ab}$, a direct measure of reversibility is the net-current fraction
\begin{equation}
\phi=\frac{\sum_{a<b}|T_{ab}-T_{ba}|}{\sum_{a<b}(T_{ab}+T_{ba})}.
\end{equation}
The correct rates give $\phi=8\times10^{-16}$, which is round-off. Two deliberate faults are detected clearly. Desorption that ignores bonds gives $\phi=9.8\times10^{-3}$, and tripling detachment without attachment gives $2.0\times10^{-2}$. Both faulty models still have a stationary state, so averages that settle to steady values are no proof of correct rates.

The second test runs the stochastic algorithm on a $4\times4$ lattice, where all 65536 states can be summed. Here correct rates do not guarantee adequate sampling. With the parameters of the $3\times3$ test, $\mu=-0.3068$ eV. The full lattice has 16 units and 48 bonds, so
\begin{equation}
\frac{P(\text{empty})}{P(\text{full})}=\exp\!\left[\frac{16(0.30683)-48(0.10)}{0.08617}\right]\approx e^{1.27}\approx3.6 .
\end{equation}
The full lattice is itself 30 times as probable as the least probable value of $N$. That minimum therefore lies between empty and full. Since $N$ changes by at most one per event, a trajectory must cross it, and it can stay long on one side.

The trajectory test therefore uses $J=0.05$ eV, $F=1.0\times10^4$ s$^{-1}$ and $k_0=8.64\times10^4$ s$^{-1}$, for which the full lattice is the least probable $N$. Over 60000 events, with standard errors from 40 blocks, the comparison is:
\begin{center}
\begin{tabular}{lcc}
 & sampled & enumerated\\
coverage & $0.215\pm0.006$ & $0.221$\\
bonds per site & $0.211\pm0.012$ & $0.228$
\end{tabular}
\end{center}
The differences are 1.0 and 1.4 standard errors. Without bonds, (\ref{langmuir}) would give $1.0/(1.0+8.64)=0.104$, so even these weak bonds roughly double the coverage.

The run contains 4692 attachments and 4680 detachments. Their difference, 12, is small against the scale $\sqrt{4692+4680}\approx97$ of independent counts. Stationarity alone does not force this equality, because units can also gain or lose contacts through deposition and desorption. Detailed balance does, since each attachment path balances its own reverse.

\section{Growth far from balance}

The growth runs use a $24\times24$ lattice, $J=0.80$ eV, $F=20$ s$^{-1}$ per vacant site and a final coverage of 0.25, or 144 units. The reference barriers are 1.60 eV for terrace hops and attachment, 1.75 eV for edge diffusion and 2.60 eV for desorption. The terrace rate per direction is
\begin{equation}
k_t=10^{13}e^{-1.60/0.08617}\approx8.64\times10^4\ {\rm s^{-1}},\qquad k_t/F\approx4.3\times10^3 .
\end{equation}

To measure the driving force, exchange units and vacancies by $n_s=1-m_s$. Let $M=\sum_sm_s$, let $B_m$ be the number of vacancy pairs, and let $S$ be the number of sites. There are $3S$ bonds and six per site, so $B=3S-6M+B_m$ and $N=S-M$. Then
\begin{equation}
-JB-\mu N=\text{const}-JB_m+(6J+\mu)M .
\end{equation}
Vacancies thus have chemical potential $-(6J+\mu)$, which equals $\mu$ at $\mu=-3J$. This is the symmetry point at which dilute and dense phases coexist at low temperature. Here $\mu=kT\ln(20/0.788)=0.28$ eV, which lies $0.28+2.40=2.68$ eV above it. Growth is strongly driven, and no desorption event was recorded.

Hops conserve $N$, and the total deposition rate $F(S-N)$ depends on $N$ alone. With desorption negligible,
\begin{equation}
\frac{d\theta}{dt}=F(1-\theta)\;\Rightarrow\;\theta=1-e^{-Ft},\qquad t=-\frac{\ln0.75}{20}\ {\rm s}=0.01438\ {\rm s}.
\end{equation}
The discrete sum of mean waits, $\sum_{N=0}^{143}[F(S-N)]^{-1}$, is 0.01437 s, with a standard deviation of 0.00035 s for the mean of twelve runs. The simulated mean is 0.01469 s, which confirms the clock within its statistics. At the end of every run, the incrementally updated event catalogue also agreed with a complete rebuild.

Each case below has four runs, from which the standard errors are taken. The mean coordination refers to the final state. Free units are those without occupied neighbours, and their density is averaged over the growth time. The second case raises the edge barrier to 2.40 eV, and the third raises the attachment barrier to 1.80 eV.
\begin{center}
\begin{tabular}{lcc}
case & mean coordination & free units per site\\
reference & $4.37\pm0.11$ & $(9.3\pm0.5)\times10^{-4}$\\
slow edge & $3.20\pm0.07$ & $(7.2\pm0.6)\times10^{-4}$\\
attachment barrier & $4.20\pm0.05$ & $(2.8\pm0.1)\times10^{-3}$
\end{tabular}
\end{center}

Edge diffusion raises the mean coordination by 1.17, or 9 standard errors, so the islands are more compact. In one growth time, the reference edge rate of $1.5\times10^4$ s$^{-1}$ allows about 220 hops along an open direction that costs no bond. The slow rate of 8.0 s$^{-1}$ allows about 0.1.

The attachment barrier lowers the attachment rate tenfold but raises the free-unit density only threefold. The two need not be proportional. A free unit must also travel to an island before it can attach, and it can be captured without paying the barrier when another unit lands or makes an edge hop beside it. The recorded attachments fall from 107 to 87.5 per run. The runs do not separate the two contributions.

The free-unit density can be checked against the event count. A free unit has six vacant neighbours, and in the reference all six hops have rate $k_t$. The expected number of terrace and attachment hops per run is
\begin{equation}
(9.34\times10^{-4})(576)(6)(8.64\times10^4)(0.0147)\approx4.1\times10^3,
\end{equation}
against a recorded $4088+107=4195$.

The slow-edge runs contain an unexpected 2353 transfers on average, against 65 in the reference. A transfer that loses a bond has a rate of at most 8.0 s$^{-1}$, or about 0.1 hops per open direction in one growth time, so most of these transfers must lose none. Between two positions of equal coordination a unit can shuttle at the full rate $k_t$ in both directions. Such flicker costs computing time, since every event is executed even if the next one undoes it. The transfers also show that raising $E_e$ alone does not immobilize all bound units.

The runs average 4.8 to 5.8 islands of at least two units, with standard errors of 0.5 to 1.0. Four runs cannot resolve a difference of about one island, so they do not show that the counts are equal. With so few islands, four runs per case and a high flux, the data support the two comparisons above but no scaling law for island density.

\section*{Values computed for the example and the checks}
\begin{verbatim}
temperature 1000 K, kT 0.08617 eV, prefactor 1.0e+13 1/s
3x3 VALIDATION barriers (eV): terrace 1.60, attach 1.65, edge 1.75, desorb 1.40
3x3 bond 0.10 eV, flux 2.50e+04 1/s per site
3x3 k0 8.7965e+05 1/s, mu -0.3068 eV
3x3 master equation: states 512, largest relative error of Gibbs law 3.2e-14
net-current fraction, reversible rates: 7.6e-16
net-current fraction, bond-blind desorption: 9.811e-03
net-current fraction, detachment x3 only: 2.007e-02
4x4 VALIDATION bond 0.05 eV, desorb 1.60 eV, flux 1.00e+04 1/s per site
4x4 k0 8.6368e+04 1/s, mu -0.1858 eV
4x4 P(full)/min P(N): bond 0.10 eV 29.82, bond 0.05 eV 1.00
4x4 trajectory: 60000 events, 65536 states enumerated
coverage: sampled 0.2151 +- 0.0063, enumerated 0.2214
bonds per site: sampled 0.2113 +- 0.0118, enumerated 0.2275
4x4 attachments 4692, detachments 4680, statistical scale 97
GROWTH lattice 24x24, final units 144, coverage 0.25, runs per case 4
reference barriers (eV): terrace 1.60, attach 1.60, edge 1.75, desorb 2.60
changed barriers (eV): slow edge 2.40, raised attach 1.80
bond 0.80 eV, flux 20.0 1/s per site
terrace hop rate 8.637e+04 1/s per direction, ratio to flux 4.318e+03
edge hop rate: reference 1.515e+04 1/s, slow 8.027e+00 1/s
attachment rate with barrier 8.480e+03 1/s
detachment rate from one bond, reference 8.027e+00 1/s
isolated-unit desorption rate 7.881e-01 1/s
mu 0.279 eV, excess over coexistence (-3J) 2.679 eV
[reference] mean coordination 4.365 +- 0.107
  islands 4.8 +- 1.0, mean size 34.9 units
  free-unit density 9.34e-04 +- 5.3e-05 per site
  events per run 6404: terrace 4088, edge 2001,
  attach 107.0, detach 0.0, transfer 64.8, desorb 0.00
  acceptance of a rejection scheme, final state 9.87e-03
[slow edge] mean coordination 3.198 +- 0.071
  islands 5.8 +- 0.9, mean size 26.5 units
  free-unit density 7.23e-04 +- 5.7e-05 per site
  events per run 5659: terrace 3044, edge 8,
  attach 106.5, detach 2.8, transfer 2353.0, desorb 0.00
  acceptance of a rejection scheme, final state 1.13e-02
[attachment barrier] mean coordination 4.198 +- 0.054
  islands 5.8 +- 0.5, mean size 25.4 units
  free-unit density 2.78e-03 +- 1.4e-04 per site
  events per run 13697: terrace 11270, edge 2172,
  attach 87.5, detach 0.2, transfer 23.2, desorb 0.00
  acceptance of a rejection scheme, final state 7.66e-03
coordination gain by edge diffusion: 9.1 standard errors
free-density gain by attachment barrier: 12.6 standard errors
growth time: simulated 0.01469 s, expected 0.01437 +- 0.00035 s
growth time from theta = 1 - exp(-F t): 0.01438 s
\end{verbatim}
